# Does the virial theorem show that potential energy drives covalent bonding?

**Question**

At the equilibrium geometry of a molecule, the virial theorem says that the total energy change on bond formation, $\Delta E<0$, splits into $\Delta T=-\Delta E>0$ and $\Delta V=2\Delta E<0$. I have taken this as proof that a covalent bond is driven by the lowering of the potential energy, with the kinetic energy opposing it. Is that inference valid? I would like to see it settled for H$_2^+$ with two 1s orbitals, where everything can be worked out. I also don't see what the orbital exponent, which optimizes to about 1.24, has to do with it.

**Answer**

The two equations are right, but the inference is not. The theorem compares the finished molecule with the separated fragments and says nothing about which term produced the binding. In the two-orbital model of H$_2^+$, interference of the orbitals lowers the kinetic energy and raises the potential energy. If the kinetic part of the interference is deleted, the combination $a+b$ that describes the bond is not bound at any distance or exponent. At the equilibrium distance the orbitals contract, and with the protons held there almost all of this contraction disappears when the kinetic lowering is removed. The contraction gives $\Delta T$ and $\Delta V$ their final signs.

I use hartree atomic units, fixed protons at distance $R$ and the nonrelativistic Hamiltonian. $T$ is the electronic kinetic energy, and $V$ includes the repulsion $1/R$. The symbol $\Delta$ means relative to H + H$^+$, where $T=\tfrac12$, $V=-1$ and $E=-\tfrac12$.

### What the theorem says

For each number $w$, let $\Phi_w(\mathbf r)$ be a normalized state for protons a distance $w$ apart, with kinetic energy $t(w)$ and potential energy $v(w)$. Compress the whole picture by a factor $\lambda$: the state becomes $\lambda^{3/2}\Phi_w(\lambda\mathbf r)$ and the protons sit at $R=w/\lambda$. Two derivatives give the kinetic energy a factor $\lambda^2$, and every Coulomb term, being an inverse length, gains a factor $\lambda$:

$$E(\lambda,R)=\lambda^2t(w)+\lambda v(w),\qquad w=\lambda R .$$

Since $\partial w/\partial\lambda=R$ and $\partial w/\partial R=\lambda$,

$$\lambda\frac{\partial E}{\partial\lambda}=2\lambda^2t+\lambda v+w(\lambda^2t'+\lambda v'),\qquad
R\frac{\partial E}{\partial R}=w(\lambda^2t'+\lambda v').$$

With $T=\lambda^2t$ and $V=\lambda v$, these combine to

$$\lambda\frac{\partial E}{\partial\lambda}=2T+V+R\frac{\partial E}{\partial R}.\tag{1}$$

If $\Phi_w$ is the true ground state, the variational principle makes $E$ stationary at $\lambda=1$. If $\Phi_w$ is the two-orbital function with unit exponent, then $\lambda$ is the exponent $\zeta$, and $E$ is stationary at the optimized $\zeta$. In both cases the left side vanishes, the partial derivative equals the slope of the energy curve, and

$$2T+V=-R\,\frac{dE}{dR}.\tag{2}$$

At the minimum $2T+V=0$, so $T=-E$ and $V=2E$. The separated fragments obey the same relations, and subtraction gives your two equations. The derivation used only scaling and stationarity. Any attraction that leads to a stationary Coulomb system gives the same result, so the result cannot identify the attraction.

Equation (2) also holds on the way in. Substituting $V=E-T$ gives $T=-E-R\,dE/dR$, and therefore

$$\Delta T=-\Delta E-R\frac{d\Delta E}{dR}=-\frac{d(R\Delta E)}{dR}.$$

A distant proton faces a neutral atom, so $\Delta E$ has no $1/R$ term and $R\Delta E\to0$. Integrating from the minimum $R_e$ outwards,

$$\int_{R_e}^{\infty}\Delta T\,dR=R_e\,\Delta E(R_e)<0.\tag{3}$$

The same theorem thus requires the kinetic energy to lie *below* its atomic value over part of the approach. This does not prove a kinetic mechanism either. For any attraction $\Delta E=-C/R^n$ with $C>0$ and $n>1$, the formula gives $\Delta T=-(n-1)C/R^n<0$, whatever causes the attraction. To find a mechanism one must look inside the wave function.

### The two-orbital model

Take $a=\sqrt{\zeta^3/\pi}\,e^{-\zeta r_a}$, the same function $b$ on the other proton, and

$$\psi=\frac{a+b}{\sqrt{2(1+S)}},\qquad S=\int ab\,d^3r,\qquad w=\zeta R .$$

By symmetry, the expectation value of $T$ or of the nuclear attraction has the form

$$\frac{X_{aa}+X_{ab}}{1+S}=X_{aa}+\frac{X_{ab}-SX_{aa}}{1+S}.$$

The first term belongs to the average of the two orbital densities and is called quasi-classical (qc). The second is the interference term (int). This split is a definition, and the statements about mechanism below refer to it.

**Kinetic part.** Integration by parts gives $T_{ab}=\tfrac12\int\nabla a\cdot\nabla b\,d^3r$. Since $\nabla a=-\zeta a\,\hat{\mathbf r}_a$ and $\nabla b=-\zeta b\,\hat{\mathbf r}_b$, with $\theta$ the angle between the two unit vectors,

$$T_{ab}=\frac{\zeta^2}{2}\int ab\cos\theta\,d^3r<\frac{\zeta^2}{2}S=S\,T_{aa}.$$

So $T_{\rm int}<0$ before any integral is done. On the line between the protons the two slopes oppose each other, and at the midpoint they cancel, so the sum $a+b$ is flat there.

For the values, use $\xi=(r_a+r_b)/R$ and $\eta=(r_a-r_b)/R$, with $d^3r=\tfrac{R^3}{8}(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$. The integrals needed are

$$\int_1^\infty\! e^{-w\xi}\{1,\xi,\xi^2\}d\xi=e^{-w}\Big\{\frac1w,\ \frac1w+\frac1{w^2},\ \frac1w+\frac2{w^2}+\frac2{w^3}\Big\}.$$

The overlap is

$$S=\frac{w^3}{4}\int_1^\infty\! e^{-w\xi}\Big(2\xi^2-\frac23\Big)d\xi=Pe^{-w},\qquad P=1+w+\frac{w^2}{3}.$$

For $K=\int ab/r_b$, the factor $1/r_b=2/[R(\xi-\eta)]$ cancels one factor of the volume element, and the term odd in $\eta$ drops out:

$$K=\frac{\zeta w^2}{2}\int_1^\infty 2\xi e^{-w\xi}d\xi=\zeta(1+w)e^{-w}.$$

From $-\tfrac12\nabla^2b=(-\tfrac12\zeta^2+\zeta/r_b)b$ and $\int b^2/r_b=\zeta$ follow $T_{aa}=\tfrac12\zeta^2$ and $T_{ab}=-\tfrac12\zeta^2S+\zeta K$. Hence $T_{ab}-ST_{aa}=\zeta K-\zeta^2S=\zeta^2e^{-w}(1+w-P)$, and

$$T_{\rm qc}=\frac{\zeta^2}{2},\qquad T_{\rm int}=-\frac{\zeta^2w^2e^{-w}}{3(1+S)}.\tag{4}$$

**Potential part.** The remaining integral is

$$J=\int\frac{a^2}{r_b}d^3r=\frac{\zeta w^2}{2}\int_1^\infty\!\!d\xi\int_{-1}^{1}\!d\eta\,(\xi+\eta)e^{-w(\xi+\eta)}.$$

Let $Y_0=\int_{-1}^1e^{-w\eta}d\eta=(e^w-e^{-w})/w$ and $Y_1=\int_{-1}^1\eta e^{-w\eta}d\eta=-dY_0/dw=-(e^w+e^{-w})/w+(e^w-e^{-w})/w^2$. Then

$$J=\frac{\zeta we^{-w}}{2}\Big[\Big(1+\frac1w\Big)Y_0+Y_1\Big]
=\zeta\Big[\frac1w-e^{-2w}\Big(1+\frac1w\Big)\Big].$$

The attraction elements are $-(\zeta+J)$ for $aa$ and $-2K$ for $ab$. Adding $1/R=\zeta/w$ to the quasi-classical part gives

$$V_{\rm qc}=-\zeta+\zeta e^{-2w}\Big(1+\frac1w\Big).\tag{5}$$

For the interference part, $\zeta+J=\zeta(1+w)(1-e^{-2w})/w$, so

$$V_{\rm int}=\frac{S(\zeta+J)-2K}{1+S}=\frac{\zeta(1+w)e^{-w}}{1+S}\Big[\frac{P(1-e^{-2w})}{w}-2\Big].\tag{6}$$

This is positive for every $w>0$. The bracket is positive if $e^{-2w}<Q/P$, where $Q=P-2w=1-w+w^2/3$ has no real zero and is positive. Let $g=\ln(Q/P)+2w$, so that $g(0)=0$. With $A=1+w^2/3$, $Q=A-w$ and $P=A+w$,

$$Q'P-P'Q=2wA'-2A=\frac{2w^2}{3}-2,\qquad PQ=A^2-w^2=1-\frac{w^2}{3}+\frac{w^4}{9},$$

$$g'=\frac{Q'P-P'Q+2PQ}{PQ}=\frac{2w^4}{9PQ}>0 .$$

Hence $g>0$, which is the required inequality.

At $\zeta=1$, therefore, $\Delta T<0$ and $\Delta V>0$ at every distance. Any binding by uncontracted orbitals in this model is kinetic.

### Deleting the kinetic interference

Could contraction have produced a bond by itself, through the potential? Drop $T_{\rm int}$ and leave $\zeta$ and $R$ free. Write $V=\zeta v(w)$. By (5) and (6), $v>-1$. Then

$$E_{\rm deleted}=\frac{\zeta^2}{2}+\zeta v=\frac12(\zeta+v)^2-\frac{v^2}{2}.$$

For $-1<v<0$ this is at least $-v^2/2>-\tfrac12$, and for $v\ge0$ it is positive. No exponent and no distance bring it down to the energy of H + H$^+$. This is the sense in which the bond is driven by kinetic energy here. It is a statement about the family $a+b$, which omits the polarization of the atom by the proton. The deletion amounts to setting $T_{ab}=ST_{aa}$, and it does not remove binding from the whole two-orbital space. For $a-b$ the potential interference is $-(1+S)/(1-S)$ times (6) and hence negative. With the numbers below for $\zeta=1$ and $R=2.0033$ bohr, $a-b$ would lie at $-0.5+0.0273-0.1247=-0.597$ hartree. The potential interference on its own favors the combination with the node, and it is the kinetic interference that makes $a+b$ the bound state.

### Why the orbitals contract

In an isolated atom, changing $\zeta$ from 1 costs $\tfrac12\zeta^2-\zeta+\tfrac12=\tfrac12(\zeta-1)^2$. In the molecule the balance is shifted. At fixed $w$, where orbitals and distance scale together, $E=\zeta^2t+\zeta v$ is lowest at

$$\zeta=-\frac{v}{2t},\qquad E=-\frac{v^2}{4t}\qquad(v<0).\tag{7}$$

Here $t=\tfrac12+\Delta T$ and $v=-1+\Delta V$, both taken at $\zeta=1$. So $\zeta>1$ requires $2\Delta T+\Delta V<0$. As $\Delta V>0$, this scaling contracts the orbitals only if the kinetic energy has been lowered.

The uncontracted model has its minimum at $R=2.493$ bohr, with $T=0.3827$ and $V=-0.9475$ hartree. There $2T+V=-0.182$ hartree, so the virial balance fails. Equation (7) gives $\zeta=0.9475/(2\times0.3827)=1.238$, $R=2.493/1.238=2.014$ bohr and $E=-0.5865$ hartree. Optimizing $\zeta$ and $R$ independently gives $\zeta=1.238$, $R=2.003$ bohr (106 pm) and the same energy to four digits. The two routes are close here but not identical, because they minimize different functions of $w$: the first minimum minimizes $t+v$, at $w=2.493$, and the joint optimum minimizes $-v^2/4t$, at $w=2.480$. That is the role of the number 1.24.

The scaling (7) gives $2T+V=\zeta(2\zeta t+v)=0$ at every $w$ for which $v<0$, because $R$ moves along with $\zeta$. If instead the protons are held fixed and $\zeta$ is optimized, the result is (2), with its force term, and $2T+V=0$ holds only where the energy curve is flat.

The cause can also be tested with the protons held at $R=2.003$ bohr. The best exponent is 1.07 without any interference, 1.01 with potential interference alone, and 1.24 with both parts. The value 1.07 shows that at fixed $R$ a little contraction needs no kinetic lowering: the repulsive last term of (5) has $\zeta$-derivative $-(1+2w)e^{-2w}<0$, so a larger exponent reduces it. Without the kinetic part, the best energy at this distance is $-0.440$ hartree, well above $-0.5$.

### The numbers, stage by stage

At $R=2.0033$ bohr and $\zeta=1$, $P=1+2.0033+1.3377=4.3410$. With $S=0.5856$, $e^{-w}=S/P=0.1349$ and $e^{-2w}=0.0182$. Then, in hartree,

$$T_{\rm int}=-\frac{1.3377\times0.1349}{1.5856}=-0.1138,$$

$$V_{\rm qc}+1=0.0182\times1.4992=0.0273,$$

$$V_{\rm int}=\frac{3.0033\times0.1349}{1.5856}\Big[\frac{4.3410\times0.9818}{2.0033}-2\Big]=0.0326 .$$

The changes on the way from H + H$^+$ to the optimized molecule are, in hartree:

| Stage | $T$ | $V$ | $E$ |
|---|---:|---:|---:|
| quasi-classical | 0 | +0.0273 | +0.0273 |
| interference | −0.1138 | +0.0326 | −0.0812 |
| contraction | +0.2003 | −0.2329 | −0.0326 |
| total | +0.0865 | −0.1730 | −0.0865 |

The last row obeys the virial theorem, and its signs are those of the contraction row. That row's potential energy comes from each orbital drawing in toward its own proton: the term $-\zeta$ in (5) contributes $-0.238$ hartree, slightly more than the whole, and the other terms add $+0.005$ hartree. In an isolated atom this gain would be more than cancelled by the kinetic cost.

The sizes of the steps depend on their order. If the orbitals contract first, the quasi-classical energy ends 0.0405 hartree above the separated fragments, and interference then contributes $-0.1270$ hartree. In that order interference supplies more than the whole binding energy. Its kinetic part is $-0.1799$ hartree and its potential part $+0.0528$ hartree. The signs of both parts are independent of the order, because (4) is negative and (6) positive for every $\zeta$.

### The approach of the proton

The table gives the model with $\zeta$ optimized at each $R$, next to a converged diagonalization of the same Hamiltonian, which is not restricted to two orbitals. Distances are in bohr and energies in hartree.

| $R$ | $\zeta$ | $\Delta T$ | $\Delta V$ | $\Delta T$, conv. | $\Delta V$, conv. |
|---:|---:|---:|---:|---:|---:|
| 8 | 0.997 | −0.010 | +0.008 | −0.013 | +0.011 |
| 6 | 0.995 | −0.034 | +0.024 | −0.041 | +0.029 |
| 4 | 1.028 | −0.054 | +0.017 | −0.062 | +0.016 |
| 3 | 1.095 | −0.025 | −0.039 | −0.025 | −0.052 |
| 2 | 1.239 | +0.087 | −0.174 | +0.102 | −0.205 |

From 8 to 4 bohr the kinetic energy is below its atomic value and the potential energy above, in the converged solution as well. $\Delta T$ changes sign at 2.65 bohr in the model and at 2.70 bohr in the converged solution. For the model, the left side of (3), integrated numerically to 40 bohr, is $-0.1733$ hartree bohr, which equals $R_e\Delta E=2.0033\times(-0.0865)$.

The exponents slightly below 1 at 6 and 8 bohr are a real feature of the model. At large $R$ and $\zeta=1$, neglecting $S$ and $e^{-2R}$ in (4)–(6),

$$\Delta T\simeq-\frac{R^2}{3}e^{-R},\qquad \Delta V\simeq(1+R)\Big(\frac{P}{R}-2\Big)e^{-R}=\Big(\frac{R^2}{3}-\frac{2R}{3}+\frac1R\Big)e^{-R},\qquad \Delta E\simeq\Big(\frac1R-\frac{2R}{3}\Big)e^{-R}.$$

Then $2T+V=2\Delta T+\Delta V\simeq(-\tfrac13R^2-\tfrac23R+\tfrac1R)e^{-R}$ and $R\,d\Delta E/dR\simeq(\tfrac23R^2-\tfrac23R-1-\tfrac1R)e^{-R}$, so (1) gives $\partial E/\partial\zeta\simeq(\tfrac13R^2-\tfrac43R-1)e^{-R}$, which is positive at 6 and 8 bohr and beyond (at 6 bohr, where $S=0.047$ is not negligible, only its sign is reliable). A small expansion therefore lowers the energy at long range, and contraction sets in closer to the minimum.

### How far the conclusion reaches

The binding energy is 0.0648 hartree (1.76 eV) with uncontracted orbitals, 0.0865 hartree (2.35 eV) with the optimized exponent, and 0.1026 hartree (2.79 eV) in the converged solution. The model thus misses about 16% of the converged value. The converged $T$ and $V$ show the same sequence of signs, but they have not been split into interference and other parts, and by the remark after (3) the signs alone would not establish the mechanism.

What survives of the belief is a statement about endpoints: at equilibrium, the potential energy is lower than in the fragments and the kinetic energy is higher. The deletion argument concerns one electron and two equal 1s orbitals. For other bonds the virial theorem holds just as well and is just as silent about the cause, so each needs its own analysis. The accompanying numerical calculation tests (1)–(7) and the deletion result, and it supplies the numbers. The large-$R$ forms are tested only through the result $\zeta<1$ at 8 bohr.

## Values computed for the example and the checks

```
LCAO joint optimum
zeta = 1.2380, R = 2.0033 bohr = 106.0 pm
w = zeta*R = 2.4801
overlap at zeta=1, this R: 0.5856
Stages at this R: T, V, E (hartree)
  separated H + H+: 0.50000 -1.00000 -0.50000
  quasi-classical, zeta=1: 0.50000 -0.97272 -0.47272
  with interference, zeta=1: 0.38619 -0.94014 -0.55395
  contracted, optimum zeta: 0.58651 -1.17301 -0.58651
Changes per stage: T, V, E (hartree)
  quasi-classical: +0.00000 +0.02728 +0.02728
  interference: -0.11381 +0.03258 -0.08123
  contraction: +0.20031 -0.23287 -0.03256
  total: +0.08651 -0.17301 -0.08651
Reverse order, contraction first: T, V, E changes (hartree)
  contracted quasi-classical: +0.26636 -0.22585 +0.04051
  interference at optimum zeta: -0.17985 +0.05284 -0.12701
Best zeta at this R with terms removed
  no interference: 1.0722
  potential interference only: 1.0062
  E without kinetic interference: -0.44017 hartree
Frozen orbitals, zeta=1, own minimum
  R = 2.4928 bohr, E = -0.56483 hartree
  T = 0.38270, V = -0.94754, 2T+V = -0.18213 hartree
  scale factor -V/(2T) = 1.2379, new R = 2.0137 bohr
  E after uniform scaling = -0.58650 hartree
LCAO, optimized zeta: R (bohr), zeta, dT, dV, dE (hartree)
  2.0 1.2387 +0.08713 -0.17363 -0.08651
  3.0 1.0949 -0.02528 -0.03917 -0.06445
  4.0 1.0283 -0.05423 +0.01689 -0.03733
  6.0 0.9951 -0.03356 +0.02448 -0.00908
  8.0 0.9969 -0.01022 +0.00848 -0.00173
Converged solution: R (bohr), dT, dV, dE (hartree)
  2.0 +0.10206 -0.20469 -0.10263
  3.0 -0.02511 -0.05245 -0.07756
  4.0 -0.06188 +0.01580 -0.04608
  6.0 -0.04132 +0.02935 -0.01197
  8.0 -0.01339 +0.01082 -0.00257
Converged minimum: R = 1.9972 bohr, E = -0.60263 hartree
  T = 0.60263, V = -1.20527 hartree
R where dT = 0: LCAO 2.654, converged 2.700 bohr
Integral of dT over R, and its endpoint value (hartree bohr)
  LCAO, minimum to 40 bohr: -0.17330, -0.17330
  converged, minimum to 8 bohr: -0.18442, -0.18442
Binding energies at each minimum (hartree, eV)
  LCAO zeta=1: 0.06483, 1.764
  LCAO optimum zeta: 0.08651, 2.354
  converged: 0.10263, 2.793
```
